# How long carbon segregation survives in a finite silicon-step couple

Before computing a carbon profile in a steel diffusion couple with a step in silicon, one must decide what to do with the silicon. It can be held fixed while carbon moves, it can be moved together with carbon, or it can be moved alone, with carbon read off from equal activity. The right choice depends on how the annealing time compares with two diffusion times. The same two times tell how long the segregation lasts.

## The couple and a quick estimate

Take a bar $0<x<L$ with sealed ends, at constant temperature and in one phase. Silicon initially has site fraction $S_0$ in the left half and zero in the right half. Carbon is initially uniform, with $c_0$ atoms per metal atom. Silicon raises the carbon activity $a_C$, so carbon leaves the silicon-rich half although no carbon gradient drives it. This is uphill diffusion.

Let $\Delta c$ be the mean carbon content of the right half minus that of the left. In a sealed bar the slowest composition wave is $\cos(\pi x/L)$, which decays at the rate $\pi^2D/L^2$. Carbon and silicon therefore have the clocks

$$t_C=\frac{L^2}{\pi^2D_C},\qquad t_{Si}=\frac{L^2}{\pi^2D_{Si}}.$$

As round model parameters for austenite, take $L=2$ mm, $D_C=3\times10^{-11}$ m²/s and $D_{Si}=3\times10^{-15}$ m²/s. Then

$$t_C=\frac{4\times10^{-6}}{9.87\times3\times10^{-11}}\ \text{s}=1.35\times10^4\ \text{s},\qquad t_{Si}=1.35\times10^8\ \text{s}.$$

Segregation should appear within hours and last for years. The ratio $r=D_C/D_{Si}=10^4$ separates the two stages. What remains is to find the size of the segregation, the numerical factors in front of the clocks, and the conditions for the separation.

## Fast stage: silicon frozen

Assume dilute carbon, with

$$\ln a_C=\ln c+\varepsilon s+\text{constant},\qquad \varepsilon>0,$$

where $s$ is the silicon site fraction. Carbon self-interaction is neglected. With constant $D_C$ and a fixed metal lattice, the carbon flux per metal site is

$$J_C=-D_C\,c\,\frac{\partial\ln a_C}{\partial x}=-D_C\left(c'+\varepsilon c s'\right).$$

A prime denotes $\partial/\partial x$. Where $c'=0$ and $s'<0$, $J_C$ is positive: carbon moves to the right, away from silicon.

While silicon is frozen, $s'=0$ inside each half and carbon obeys the ordinary diffusion equation there. At the step the activity must be continuous, since a jump would drive an unbounded flux. With $c_-$ and $c_+$ the carbon contents just left and right of the step,

$$c_+=c_-e^{\varepsilon S_0}.$$

Try constant values of $c_-$ and $c_+$. Each half is then a sheet of thickness $L/2$, sealed at one end and held at a fixed content at the other. Measure $y$ from the sealed end. The deviation from the interface value vanishes at $y=L/2$ and has zero slope at $y=0$, so it is a sum of $\cos(n\pi y/L)$ with odd $n$. For a unit initial deviation, the coefficient of each wave is

$$\frac{4}{L}\int_0^{L/2}\cos\frac{n\pi y}{L}\,dy=\frac{4}{n\pi}\sin\frac{n\pi}{2}.$$

The mean of that wave over the sheet is $(2/n\pi)\sin(n\pi/2)$. Since $\sin^2(n\pi/2)=1$, the mean deviation that remains is

$$g(\theta)=\frac{8}{\pi^2}\sum_{n\ \text{odd}}\frac{e^{-n^2\theta}}{n^2},\qquad \theta=\frac{t}{t_C},\qquad g(0)=1.$$

The left half has lost $(c_0-c_-)(1-g)$ and the right half has gained $(c_+-c_0)(1-g)$. Carbon is conserved at every time if $c_-+c_+=2c_0$, which confirms the constant interface values. With $b=\varepsilon S_0/2$, the two conditions give

$$c_\mp=c_0(1\mp\tanh b),\qquad \frac{\Delta c}{c_0}=2\tanh b\,[1-g(\theta)].$$

The interaction sets the height of the plateau, while the filling clock does not contain $\varepsilon$. Keeping the first wave, half of the plateau is reached when $(8/\pi^2)e^{-\theta}=1/2$, so

$$t_{\text{rise}}\approx t_C\ln\frac{16}{\pi^2}=0.483\,t_C.$$

## Slow stage: carbon follows silicon

Once carbon activity is uniform, $c\propto e^{-\varepsilon s}$. Neglect for now the effect of carbon on silicon. Silicon then obeys simple diffusion, and $\sigma=s-S_0/2$ is odd about the middle of the bar. Its expansion is

$$\sigma=\sum_{n\ \text{odd}}\frac{2S_0}{n\pi}\sin\frac{n\pi}{2}\cos\frac{n\pi x}{L}\,e^{-n^2\tau},\qquad \tau=\frac{t}{t_{Si}}.$$

Each wave has left-half mean $(2/n\pi)\sin(n\pi/2)$ and the opposite mean on the right. The silicon contrast, left minus right, is therefore $S_0g(\tau)$: the same function on the slow clock.

Write $c=Ke^{-\varepsilon\sigma}$ and let $\langle\cdot\rangle$ be the mean over the left half. Because $\sigma$ is odd, the mean of $e^{-\varepsilon\sigma}$ over the whole bar is $\langle\cosh\varepsilon\sigma\rangle$. Conservation gives $K=c_0/\langle\cosh\varepsilon\sigma\rangle$, and

$$\Delta c=K\langle e^{\varepsilon\sigma}-e^{-\varepsilon\sigma}\rangle=2c_0\frac{\langle\sinh\varepsilon\sigma\rangle}{\langle\cosh\varepsilon\sigma\rangle}.$$

For a sharp step $\varepsilon\sigma=b$ on the left, which returns the plateau $2c_0\tanh b$. When $\varepsilon\sigma$ is small, $\langle\sigma\rangle=S_0g/2$ gives

$$\Delta c\approx c_0\varepsilon S_0\,g(\tau)\approx 2bc_0\,\frac{8}{\pi^2}e^{-\tau}.$$

Setting this equal to a fraction $f$ of the plateau, $2fc_0\tanh b$, gives

$$\tau_f=\ln\frac{8b}{\pi^2f\tanh b}.$$

Keeping one wave requires that the higher ones have decayed, so the formula is meant for $f\le1/2$. It also needs small $\varepsilon\sigma$: at $f=1/2$ it is about 1% too long for $b=0.3$ but 7 to 8% too long for $b=1$ to $2$.

## Carbon also slows silicon

The interaction works both ways. Let $G(s,c)$ be the free energy per metal site. Then $\mu_C=\partial G/\partial c$, and $\tilde\mu_{Si}=\partial G/\partial s$ is the potential for exchanging a host atom for silicon. Equality of the mixed derivatives gives

$$\frac{\partial\tilde\mu_{Si}}{\partial c}=\frac{\partial\mu_C}{\partial s}=\varepsilon k_BT.$$

Let silicon otherwise mix ideally, so that $\tilde\mu_{Si}/k_BT=\ln[s/(1-s)]+\varepsilon c+\text{constant}$. Neglect kinetic cross-coefficients. Then

$$J_{Si}=-D_{Si}\,s(1-s)\frac{\partial}{\partial x}\frac{\tilde\mu_{Si}}{k_BT}=-D_{Si}\left[s'+\varepsilon s(1-s)c'\right].$$

In the slow stage uniform carbon activity means $c'=-\varepsilon cs'$. Near the end $c\to c_0$ and $s\to\bar s=S_0/2$, so the effective silicon diffusivity is $D_{Si}(1-\eta)$, with

$$\eta=\varepsilon^2c_0\bar s(1-\bar s).$$

Using this late value for the whole decay, which is an approximation for small $\eta$, gives the lifetime

$$t_f\approx\frac{t_{Si}}{1-\eta}\ln\frac{8b}{\pi^2f\tanh b}.$$

At $\eta\ge1$ the final uniform mixture would no longer be stable against composition waves in this model, and the estimate loses its meaning. The model fails earlier than that: the initial silicon-rich half has $\varepsilon^2c_0S_0(1-S_0)\approx2\eta$, so it is already unstable once $\eta$ exceeds about $1/2$.

## When the clocks are not separated

Weak segregation can be solved for any $r$, which shows what the separation does. Put $c=c_0(1+q)$ and keep first order in $q$ and $\varepsilon s$. For one wave, with silicon amplitude $S_ne^{-n^2\tau}$,

$$\frac{dq_n}{d\tau}=-rn^2\left(q_n+\varepsilon S_ne^{-n^2\tau}\right).$$

A trial solution $Pe^{-n^2\tau}$ requires $-P=-r(P+\varepsilon S_n)$, hence $P=-r\varepsilon S_n/(r-1)$. Adding the free solution $e^{-rn^2\tau}$ so that $q_n(0)=0$ gives

$$q_n=-\varepsilon S_n\frac{r}{r-1}\left(e^{-n^2\tau}-e^{-rn^2\tau}\right).$$

Summing the half-bar means as before,

$$\frac{\Delta c}{c_0\varepsilon S_0}=\frac{8}{\pi^2}\sum_{n\ \text{odd}}\frac{1}{n^2}\frac{r}{r-1}\left(e^{-n^2\tau}-e^{-rn^2\tau}\right).$$

For $r\gg1$ this becomes $g(\tau)-g(r\tau)$: slow decay minus unfinished filling. For $r\to1$ each term becomes $(8/\pi^2)\tau e^{-n^2\tau}$. The first wave then peaks at $\tau=1$ with height $8/(\pi^2e)=0.298$. With equal diffusivities, weak segregation reaches only about 30% of its plateau, because silicon disappears while carbon is still responding.

For large $r$ the peak follows from the two small losses. At small $z$ the sum over odd $n$ is half an integral:

$$g'(z)\approx-\frac{8}{\pi^2}\,\frac12\int_0^\infty e^{-n^2z}\,dn=-\frac{2}{\pi^{3/2}\sqrt z},\qquad g(z)\approx1-\frac{4}{\pi^{3/2}}\sqrt z.$$

Relative to the plateau, the contrast is therefore

$$1-\frac{4}{\pi^{3/2}}\sqrt{\frac{\theta}{r}}-\frac{8}{\pi^2}e^{-\theta}.$$

Its derivative vanishes when $(8/\pi^2)e^{-\theta}=2/(\pi^{3/2}\sqrt{r\theta})$, that is, when

$$\theta_p=\ln\left(4\sqrt{\frac{r\theta_p}{\pi}}\right).$$

This equation is solved by iteration. For moderate $b$ it serves as an estimate, since it was derived for weak segregation.

## Numbers and comparison

Choose $\varepsilon=10$, $S_0=0.06$ and $c_0=0.02$. Then $b=0.3$ and the plateau is $2\tanh b=0.583$. Carbon settles near $0.0142$ in the silicon-rich half and $0.0258$ in the other. The back-coupling is

$$\eta=100\times0.02\times0.03\times0.97=0.058.$$

For the fall to half of the plateau, $\tau_{1/2}=0.5125$, and

$$t_{1/2}\approx\frac{0.5125}{1-0.0582}\times1.351\times10^8\ \text{s}=7.35\times10^7\ \text{s}\approx2.3\ \text{years}.$$

The half-rise takes $0.483\times1.351\times10^4\ \text{s}=6.5\times10^3$ s, or 1.8 hours. The fall to one tenth takes about 9.7 years.

These estimates were tested against a numerical solution of both transport equations, which assumes no separation of clocks; the values are in the numerical output. With back-coupling, the fall to one half occurs at $0.535\,t_{Si}$, against the estimated $0.544$. The estimate is 1.7% too long relative to the numerical value. For the fall to one tenth the excess is 0.2%. The late decay rate agrees with $1-\eta$ to about $10^{-4}$.

Without back-coupling the half-fall values are $0.5072$ (numerical) and $0.5125$ (estimate), and the difference can be traced. The first wave gives $\varepsilon\sigma=A\cos(\pi x/L)$ with $A=(4b/\pi)e^{-\tau}=0.229$. Over the left half, $\langle\cos\rangle=2/\pi$, $\langle\cos^2\rangle=1/2$ and $\langle\cos^3\rangle=4/(3\pi)$, so

$$\frac{\langle\sinh\varepsilon\sigma\rangle}{\langle\cosh\varepsilon\sigma\rangle}\approx\frac{2A}{\pi}\left(1+\frac{A^2}{9}-\frac{A^2}{4}\right)=\frac{2A}{\pi}\left(1-\frac{5A^2}{36}\right).$$

This lowers the contrast by 0.7%. The $n=3$ wave raises it by $e^{-8\tau}/9=0.2\%$. Since the contrast decays as $e^{-\tau}$, the net loss of 0.5% shortens $\tau$ by about $0.005$, as found.

The numerical half-rise comes at $0.494\,t_C$, 2% later than the estimate, which omits the higher waves and the motion of silicon. The peak, computed without back-coupling, comes at about $6.4\,t_C$ and reaches about 98.2% of the plateau. The silicon layer is then only a few cells wide, and refining the mesh at the step moves the printed $6.41$ to $6.39$. The estimates are $6.34\,t_C$, about one day, and 98.0%.

At $\tau=0.5$ the spread of $\ln c$ along the bar is $0.46$, while that of $\ln a_C$ is $4.6\times10^{-5}$. The weak-segregation solution explains the ratio. After the fast transient, $q_n+\varepsilon S_ne^{-n^2\tau}=-\varepsilon S_ne^{-n^2\tau}/(r-1)$, so the activity variation is smaller than the content variation by about $r$.

## Using the result, and its limits

For anneals comparable with $t_C$ or shorter, and with $r\gg1$, silicon may be held fixed. At short times the weak-segregation contrast is proportional to $\sqrt\theta-\sqrt{\theta/r}$, so this overestimates $\Delta c$ by a fraction of about $1/\sqrt r$, or 1% here. After several $t_C$ it is enough to integrate silicon, including the factor $1-\varepsilon^2cs(1-s)$ in its diffusivity, and to obtain carbon from uniform activity. When $r$ is not large, neither shortcut holds, and silicon and carbon must be moved together.

All these times scale as $L^2$. In a bar ten times longer the half-rise takes 181 hours and the half-fall about 230 years. A one-day anneal of that bar does not bring the segregation to its plateau. The contents beside the step are nevertheless already close to $c_0(1\mp\tanh b)$, outside the thin layer in which silicon has moved, because the frozen-silicon interface values do not depend on $L$. These values do need the same $D_C$ in both halves. In real austenite $D_C$ rises with carbon content, by roughly a quarter between $0.014$ and $0.026$. If $D_C$ on the left is $0.78$ of that on the right, flux continuity gives early interface values of $0.0139$ and $0.0254$, which drift to the plateau values only later.

The dilute-carbon assumption deserves a check in a real alloy. If $\ln a_C$ contains a further term $\varepsilon_Cc$, uniform activity requires $c'(1+\varepsilon_Cc)=-\varepsilon cs'$. A repulsive interaction, $\varepsilon_C>0$, then weakens the segregation, and the plateau above needs $\varepsilon_Cc_0\ll1$. In austenite near 1050 °C, $\varepsilon_C$ is about 8, so $\varepsilon_Cc_0\approx0.15$ for the numbers used here. The plateau then drops from $0.583$ to about $0.51$, so the worked values describe the model rather than a real steel. The phase also needs a check: silicon stabilizes ferrite, and the silicon-rich half loses carbon, so the phase diagram must show that this half stays austenitic at the annealing temperature. Carbide precipitation, a second phase, or carbon loss through the surface would each break the carbon balance used here.

## Computed results

```
bar length L = 2.0e-03 m
carbon diffusivity D_C = 3.0e-11 m^2/s
silicon diffusivity D_Si = 3.0e-15 m^2/s
interaction coefficient eps = 10.0 (dimensionless)
initial silicon site fraction S0 = 0.060
carbon per metal atom c0 = 0.020
diffusivity ratio r = 1.000e+04
b = eps*S0/2 = 0.300
carbon ratio across the fresh step = 1.8221
plateau contrast 2 tanh b = 0.5826 (units of c0)
plateau carbon, silicon-rich half = 0.01417
plateau carbon, silicon-free half = 0.02583
carbon clock t_C = 1.3509e+04 s
silicon clock t_Si = 1.3509e+08 s
back-coupling eta = 0.0582
half-rise, estimate = 0.4831 t_C
half-rise, numerical = 0.4936 t_C
half-rise time, estimate = 6.527e+03 s = 1.81 h
peak time, estimate = 6.343 t_C
peak time, numerical = 6.406 t_C
peak time, estimate = 8.569e+04 s = 23.8 h
peak height, estimate = 0.9805 of plateau
peak height, numerical = 0.9816 of plateau
fall to 0.5, no back-coupling, estimate = 0.5125 t_Si
fall to 0.5, no back-coupling, numerical = 0.5072 t_Si
fall to 0.5, back-coupling, estimate = 0.5442 t_Si
fall to 0.5, back-coupling, numerical = 0.5353 t_Si
fall to 0.5, back-coupling, estimate = 7.352e+07 s = 2.33 years
fall to 0.1, no back-coupling, estimate = 2.1220 t_Si
fall to 0.1, no back-coupling, numerical = 2.1218 t_Si
fall to 0.1, back-coupling, estimate = 2.2531 t_Si
fall to 0.1, back-coupling, numerical = 2.2485 t_Si
fall to 0.1, back-coupling, estimate = 3.044e+08 s = 9.65 years
half-fall time / half-rise time = 1.126e+04
half-fall time for 10 L = 7.352e+09 s = 233 years
late decay rate, no back-coupling = 1.0000 / t_Si
late decay rate, back-coupling = 0.9417 / t_Si
1 - eta = 0.9418
time of the activity check = 0.500 t_Si
spread of ln(carbon activity) then = 4.58e-05
spread of ln(carbon content) then = 0.4606
equal diffusivities, peak numerical = 0.2983 of plateau
equal diffusivities, 8/(pi^2 e) = 0.2982
largest error of frozen-silicon law = 1.9e-05 (units of c0)
largest error of weak law at r = 3 = 1.7e-05 of plateau
```
